\section*{Cooper-Limit Pairing Strength of a Thin Normal–Superconductor Bilayer}

\section{Pairing in a thin bilayer}

A 4 nm niobium line carries a 4 nm copper cap. If the pairing strength of the pair is taken as the average over thickness, half of the niobium value, the weak-coupling formula predicts superconductivity below 0.25 K, and the line looks useless in liquid helium. With the same material parameters the correct average gives 5.5 K. The critical temperature depends exponentially on the pairing strength, so the weights in the average must be derived. They are the shares of electronic states at the Fermi level, and they hold when electrons mix between the layers fast enough. How fast is part of the result.

\subsection{Model and linearized gap equation}

Layer $i=S,N$ has thickness $d_i$, density of states $N_i$ per spin and volume at the Fermi level, and a contact interaction $V_i$, positive for attraction. Both layers have the same pairing cutoff $\omega_D$. Coupling is weak, $T_c\ll\omega_D$, the single-electron Hamiltonian is real (time-reversal symmetry, no magnetic scattering), and the films are many Fermi wavelengths thick, so that each keeps its own $N_i$. In the derivation $\hbar=k=1$.

Mean-field decoupling of $-V\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow$ gives the pairing term $-\Delta\,\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\text{h.c.}$ with $\Delta(r)=V(r)\langle\psi_\downarrow\psi_\uparrow\rangle$. Let $\varphi_n(r)$ be the real eigenstates without pairing, with energies $\xi_n$ from the Fermi level, and $\Delta_{nm}=\int\varphi_n\varphi_m\Delta\,dr$. In a stationary state $\langle[c_{m\downarrow}c_{n\uparrow},H]\rangle=0$. The kinetic part of the commutator gives $\xi_n+\xi_m$. The pairing part follows from $[c_{m\downarrow}c_{n\uparrow},c^\dagger_{n\uparrow}c^\dagger_{m\downarrow}]=1-n_{n\uparrow}-n_{m\downarrow}$. To first order in $\Delta$,
\begin{equation}
\langle c_{m\downarrow}c_{n\uparrow}\rangle=\Delta_{nm}\frac{1-n_F(\xi_n)-n_F(\xi_m)}{\xi_n+\xi_m},
\label{eq:amp}
\end{equation}
where $n_F$ is the Fermi function. Now use
\begin{equation}
\frac{1}{(a-i\omega)(b+i\omega)}=\frac{1}{a+b}\left[\frac1{a-i\omega}+\frac1{b+i\omega}\right]
\end{equation}
and $T\sum_\omega a/(a^2+\omega^2)=\tfrac12\tanh(a/2T)=\tfrac12-n_F(a)$, with $\omega=(2n+1)\pi T$ over all integers $n$. The fraction in \eqref{eq:amp} equals $T\sum_\omega[(\xi_n-i\omega)(\xi_m+i\omega)]^{-1}$. Therefore
\begin{align}
\Delta(r)&=V(r)\,T\sum_{|\omega|<\omega_D}\int K_\omega(r,r')\Delta(r')\,dr',\label{eq:gap}\\
K_\omega(r,r')&=\sum_{nm}\frac{\varphi_n(r)\varphi_m(r)\varphi_n(r')\varphi_m(r')}{(\xi_n-i\omega)(\xi_m+i\omega)}=|G(r,r';i\omega)|^2 ,\label{eq:K}
\end{align}
with $G=\sum_n\varphi_n(r)\varphi_n(r')/(i\omega-\xi_n)$. The limit on $\omega$ is the model's cutoff for the retarded attraction.

\subsection{The kernel as a history of motion}

Integrate \eqref{eq:K} over $r'$. Orthonormality leaves $n=m$, and for a density of states that is flat over $\omega_D$
\begin{equation}
\int K_\omega(r,r')\,dr'=\int\frac{N(r)\,d\xi}{\xi^2+\omega^2}=\frac{\pi N(r)}{|\omega|}.
\label{eq:sum}
\end{equation}
This holds however the electrons move. Their motion decides how the total is divided between the layers.

To find the division, consider the density correlation of states at energy $\xi$,
\begin{equation}
\sum_{nm}\delta(\xi-\xi_n)\,\varphi_n(r)\varphi_m(r)\varphi_n(r')\varphi_m(r')\,e^{i(\xi_m-\xi_n)t}=N(r)P(r\to r',t).
\label{eq:P}
\end{equation}
In the semiclassical limit $P$ is the probability density that an electron at the Fermi level, starting at $r$, is at $r'$ after time $|t|$. Write $P(t)=\int g(\Omega)e^{i\Omega t}d\Omega$ with $\Omega=\xi_m-\xi_n$. For $\omega>0$ the remaining integral over $\xi$ closes around the pole $\xi=i\omega$:
\begin{equation}
\int\frac{d\xi}{(\xi-i\omega)(\xi+\Omega+i\omega)}=\frac{2\pi i}{\Omega+2i\omega}=2\pi\int_0^\infty e^{i\Omega t-2\omega t}dt .
\end{equation}
Multiplication by $N g(\Omega)$ and integration over $\Omega$ restore $P$, and since $K_\omega$ is even in $\omega$,
\begin{equation}
K_\omega(r,r')=2\pi N(r)\int_0^\infty e^{-2|\omega|t}P(r\to r',t)\,dt .
\label{eq:time}
\end{equation}
A pair at frequency $\omega$ thus explores the film for a time of about $1/(2|\omega|)$. The integral of $P$ over $r'$ is one, which returns \eqref{eq:sum}.

\subsection{Complete mixing}

Suppose that an electron loses memory of its starting layer well within $1/(2\omega_D)$, the shortest time that matters. At fixed energy it is then found in each region in proportion to the states there, $P=N(r')/\int N\,dr$, and \eqref{eq:time} becomes
\begin{equation}
K_\omega(r,r')=\frac{\pi}{|\omega|}\frac{N(r)N(r')}{\int N\,dr}.
\label{eq:mixed}
\end{equation}
This is the Cooper limit. It is assured by scattering that mixes directions together with fast passage through the interface. In clean, flat films the momentum along the film is conserved, and each such momentum may have its own division between the layers, so \eqref{eq:mixed} need not hold exactly.

A lattice shows the weights directly. Take two planes of each of two metals, $14\times14$ sites per plane, periodic in the plane, with hopping 0.7 within one metal, 1.4 within the other and 1.0 between them. Site energies are spread uniformly over a width 4, and the kernel $|G|^2$ is found by matrix inversion at energy 0.4 and summed over six samples. The fraction of the kernel starting in the first metal that also ends there is 0.653 at $\omega=0.06$ and 0.638 at $\omega=0.03$. Linear extrapolation to $\omega=0$ gives 0.62. The first metal holds 0.62 of the states but 0.50 of the thickness. The third digit of these fractions changes by up to 0.005 with the samples and the plane size. Without disorder and with large planes the same lattice gives a fraction of 0.68 against a share of 0.67, so the departure in a clean film can be small.

Define the shares
\begin{equation}
f_i=\frac{N_id_i}{N_Sd_S+N_Nd_N},\qquad \lambda_i=N_iV_i .
\label{eq:share}
\end{equation}
By \eqref{eq:mixed} the integral in \eqref{eq:gap} is $(\pi N_i/|\omega|)\sum_jf_j\Delta_j$ for $r$ in layer $i$. Positive and negative frequencies contribute equally, so
\begin{equation}
\Delta_i=\lambda_i\,S(0)\sum_jf_j\Delta_j,\qquad S(0)=2\pi T\sum_{0<\omega<\omega_D}\frac1\omega .
\label{eq:layer}
\end{equation}
Multiply by $f_i$, add the two layers, and divide by the common factor $\sum_jf_j\Delta_j$. The result is $1=\lambda_{\rm eff}S(0)$ with
\begin{equation}
\boxed{\lambda_{\rm eff}=f_S\lambda_S+f_N\lambda_N=\frac{V_SN_S^2d_S+V_NN_N^2d_N}{N_Sd_S+N_Nd_N}}
\label{eq:main}
\end{equation}
The density of states enters the numerator squared: one factor belongs to the local coupling $\lambda_i$, the other to the share of states.

The sum $S(0)$ follows from the digamma function $\psi$. With $M=\omega_D/2\pi T$,
\begin{equation}
S(0)=\sum_{n=0}^{M-1}\frac{1}{n+\frac12}=\psi(M+\tfrac12)-\psi(\tfrac12)\simeq\ln M+\gamma_E+2\ln2 ,
\label{eq:S0}
\end{equation}
because $\psi(\frac12)=-\gamma_E-2\ln2$, where $\gamma_E$ is Euler's constant, and $\psi(M+\frac12)\simeq\ln M$ for large $M$. The digamma form also defines the sum for non-integer $M$, and all results below use it. The literal sum jumps whenever a frequency crosses the cutoff, and for $M$ of 5 to 8, as in the example below, it shifts $T_c$ by 5 to 11\% in either direction. Setting $S(0)=1/\lambda_{\rm eff}$ gives, for $\lambda_{\rm eff}>0$,
\begin{equation}
T_c=\frac{2e^{\gamma_E}}{\pi}\,\omega_D\,e^{-1/\lambda_{\rm eff}} .
\label{eq:Tc}
\end{equation}

Equation \eqref{eq:layer} also gives $\Delta_N/\Delta_S=\lambda_N/\lambda_S$. For $\lambda_N=0$ the pair potential vanishes in the normal layer although pairs are present there. In that case $1/\lambda_{\rm eff}-1/\lambda_S=f_N/(f_S\lambda_S)$, so
\begin{equation}
\ln\frac{T_{c}^{\rm bulk}}{T_c}=\frac{1}{\lambda_S}\frac{N_Nd_N}{N_Sd_S}.
\label{eq:dilution}
\end{equation}
The suppression starts linearly in the cap thickness, with a slope enlarged by $1/\lambda_S$. A repulsive cap, $\lambda_N<0$, lowers $T_c$ further, and \eqref{eq:main} gives no transition once $f_N|\lambda_N|\ge f_S\lambda_S$. This holds for complete mixing only: with the diffusion constants and interface of the example below, a 40 nm cap with $\lambda_N=-0.25$ meets the condition and still has $T_c\simeq1.9$ K.

\subsection{Finite mixing speed}

Define the pair function $p_\omega(r)=\int K_\omega\Delta\,dr'/[\pi N(r)]$. By \eqref{eq:time} it equals $2\int_0^\infty e^{-2\omega t}u\,dt$ with $u(r,t)=\int P(r\to r',t)\Delta(r')dr'$. In a diffusive film with diffusion constant $D$, $N\partial_tu=(NDu')'$ and $u(r,0)=\Delta(r)$, the prime denoting the derivative across the film. The Laplace transform of this equation gives
\begin{equation}
\omega p-\frac{1}{2N}(NDp')'=\Delta,\qquad \Delta_i=\lambda_i\,2\pi T\sum_{0<\omega<\omega_D}p_\omega ,
\label{eq:diff}
\end{equation}
with no flux through the outer surfaces and continuous flux $NDp'$ inside. At a transparent interface $p$ is continuous too.

The operator $L=-(1/2N)\,\partial ND\,\partial$ is self-adjoint with weight $N$. Its lowest mode is constant, with $\varepsilon_0=0$; the others have $\varepsilon_k>0$. Summed over frequency, mode $k$ contributes
\begin{equation}
S(\varepsilon_k)=2\pi T\sum_{0<\omega<\omega_D}\frac{1}{\omega+\varepsilon_k}
=\psi\!\left(M+\tfrac12+\tfrac{\varepsilon_k}{2\pi T}\right)-\psi\!\left(\tfrac12+\tfrac{\varepsilon_k}{2\pi T}\right).
\label{eq:Se}
\end{equation}
When $\varepsilon_k\gg\omega_D$ for all $k\ge1$, only $S(0)$ survives and \eqref{eq:main} returns.

For $\lambda_i\ge0$ the sign of the error is fixed. Let $|k\rangle$ be the normalized modes and $Q=\sum_kS(\varepsilon_k)|k\rangle\langle k|$. The transition is the highest temperature at which the largest eigenvalue of $\sqrt\lambda\,Q\sqrt\lambda$ is one. All $S(\varepsilon_k)$ are positive, so this eigenvalue is at least that of the $k=0$ term alone, which is $S(0)\langle0|\lambda|0\rangle=S(0)\lambda_{\rm eff}$. At the Cooper-limit temperature it is therefore at least one. It falls to zero at high temperature, where $M\to0$, and so passes through one at or above the Cooper-limit $T_c$. Within this model, at fixed $f_i$ and $\lambda_i\ge0$, equation \eqref{eq:Tc} is a lower bound.

\subsection{A resistive interface}

Now let each layer be uniform inside, with interface resistance $R_b$ over area $A$. A voltage $U$ creates an excess of $2N_id_ieU$ electrons per area in layer $i$. If they escape at rate $\Gamma_i$, the current density is $2e^2N_id_iU\Gamma_i=U/(R_bA)$, which fixes $\Gamma_i$. Then $\partial_tu_S=\Gamma_S(u_N-u_S)$, and the transform that led to \eqref{eq:diff} gives
\begin{equation}
\omega p_S+\gamma_S(p_S-p_N)=\Delta_S,\qquad
\gamma_i=\frac{\Gamma_i}{2}=\frac{\hbar}{4e^2R_bA\,N_id_i},
\label{eq:box}
\end{equation}
and the same with $S$ and $N$ exchanged; $\hbar$ is restored so that $\gamma_i$ is an energy.

Take $\lambda_N=0$, so $\Delta_N=0$. Since $f_S\gamma_S=f_N\gamma_N$, the sum of the two equations weighted by $f_i$ is $\omega(f_Sp_S+f_Np_N)=f_S\Delta_S$. Their difference is $(\omega+\gamma)(p_S-p_N)=\Delta_S$ with $\gamma=\gamma_S+\gamma_N$. As $p_S=(f_Sp_S+f_Np_N)+f_N(p_S-p_N)$,
\begin{equation}
p_S=\Delta_S\left(\frac{f_S}{\omega}+\frac{f_N}{\omega+\gamma}\right),\qquad
\frac1{\lambda_S}=f_SS(0)+f_NS(\gamma).
\label{eq:exactbox}
\end{equation}
For $\gamma\to0$ the bulk transition returns. For $\gamma\gg T_c$, $S(\gamma)\simeq\ln(1+\omega_D/\gamma)$. Solving \eqref{eq:exactbox} for $S(0)$ and using \eqref{eq:S0},
\begin{equation}
T_c=T_c^{\rm Cooper}\left(1+\frac{\omega_D}{\gamma}\right)^{f_N/f_S}.
\label{eq:power}
\end{equation}
Mixing must therefore be fast compared with $\omega_D$. In the range $T_c\ll\gamma\ll\omega_D$ the pair function at low frequencies is already uniform, yet \eqref{eq:main} is wrong, because the high frequencies that build up the logarithm still see a separate superconductor.

\subsection{Which density of states}

Phonons enhance the electron mass by a factor $Z_i$. Below the cutoff, with $Z_i$ taken as constant, this replaces $\omega$ by $Z_i\omega$ in \eqref{eq:diff}, written with bare quantities marked by a superscript $b$. Division by $Z_i$ gives
\begin{equation}
\omega p-\frac{1}{2Z_iN_i^b}(N_i^bD_i^bp')'=\frac{\Delta_i^b}{Z_i}.
\end{equation}
This is \eqref{eq:diff} again with $N_i=Z_iN_i^b$, $D_i=D_i^b/Z_i$ and $\lambda_i=\lambda_i^b/Z_i$. The shares must use the dressed density, the one that sets the electronic specific heat, if $\lambda_i$ is the coupling inferred from a measured $T_c$ through \eqref{eq:Tc}.

\subsection{A capped niobium line}

Let $d_S=d_N=4$ nm. Rough dressed values are $N_S=90$ and $N_N=12$ eV$^{-1}$nm$^{-3}$ for niobium and copper. Take $\hbar\omega_D=24$ meV, $\lambda_S=0.28$ and $\lambda_N=0$. The states per area are 360 and 48 eV$^{-1}$nm$^{-2}$, so
\begin{equation}
f_S=\frac{360}{408}=0.882,\qquad \lambda_{\rm eff}=0.882\times0.28=0.247 .
\end{equation}
The prefactor of \eqref{eq:Tc} is 316 K. Niobium alone has $T_c=316\,e^{-1/0.28}=8.9$ K, and the bilayer has 5.5 K, or $kT_c=0.48$ meV.

For a Cooper-limit $T_c$ of 4.2 K the share must be $f_S=1/[0.28\ln(316/4.2)]=0.827$. The cap is then $d_N=(360/12)(1/0.827-1)\simeq6.3$ nm.

For the interface take a rough $R_bA=1$ f$\Omega\,$m$^2$. Equation \eqref{eq:box} gives $\gamma=24$ meV, about equal to the cutoff and fifty times $kT_c$. Equation \eqref{eq:power}, with exponent $48/360=0.133$, raises $T_c$ to 6.0 K. Finite diffusion is treated by solving \eqref{eq:diff} on 30 cells per layer and finding the temperature at which the largest eigenvalue is one. With dressed $D_S=3$ and $D_N=10$ cm$^2$/s and a transparent interface, $T_c=5.8$ K. Diffusion and interface together give 6.2 K, 13\% above the Cooper limit. If the interface is made five times more resistive, so that $\gamma=10\,kT_c^{\rm Cooper}$, and diffusion is made $10^4$ times faster to keep each layer uniform, the same calculation gives 7.0 K. Because $\gamma$ is close to $\omega_D$, these corrections depend on the shape of the cutoff, while the Cooper-limit value does not. A sharp cutoff in real energy, $S(\varepsilon)=\int_0^{\omega_D}dE\,\tanh(E/2T)\,E/(E^2+\varepsilon^2)$, gives $S(\gamma)\simeq\tfrac12\ln(1+\omega_D^2/\gamma^2)$ and changes 6.0, 5.8, 6.2 and 7.0 K to 5.8, 5.6, 6.0 and 6.8 K. A smooth factor $\omega_D^2/(\omega^2+\omega_D^2)$ in the frequency sum gives 6.1, 5.9, 6.3 and 7.0 K. The 5.4 K quoted next ranges from about 5.2 to 5.5 K in the same way.

The 6.3 nm cap has $T_c=5.4$ K when diffusion and the 1 f$\Omega\,$m$^2$ interface are included, well above the 4.2 K for which it was sized. The error grows with the cap because $f_N/f_S$ in \eqref{eq:power} increases while $\gamma_N$ decreases, and because diffusion across a thicker cap takes longer. As a design rule for $T_c$ alone, the Cooper-limit thickness is thus on the safe side, provided that $\lambda_S$ is fitted to the bare niobium film of the same thickness, $\lambda_N\ge0$, the shares are known and the model's assumptions hold. The first condition matters: if the bare film had $T_c=6$ K instead of 8.9 K, the 6.3 nm cap would give only 3.4 K, with diffusion and interface included. A working line must also carry current, so its $T_c$ has to lie above the operating temperature by a margin that this model does not give.

The inputs matter as much as the mixing. In the Cooper limit, $\lambda_N=+0.05$ or $-0.05$ changes 5.5 K to 6.1 K or 5.0 K. With $Z_S=2$ and $Z_N=1.1$, bare densities would give $f_S=0.80$ and 3.7 K at unchanged $\lambda_S$.

Set beside a real line, $\lambda_S$ was chosen so that niobium alone lies near its bulk transition, roughly 9 K. Niobium films a few nanometres thick usually have a lower $T_c$, and $\lambda_S$ should then be refitted to the bare film. The diffusion constants imply resistivities $1/(2e^2N_iD_i)$ of 12 and 26 $\mu\Omega\,$cm. The copper value is far above that of bulk copper and also above the roughly 8 $\mu\Omega\,$cm that diffuse surfaces alone would give a 4 nm film at room temperature, so it assumes further scattering, for example at grain boundaries; the niobium value may be low for a 4 nm film. With rough dressed Fermi velocities $v_i$ of $0.3\times10^6$ and $1.4\times10^6$ m/s, the mean free paths $3D_i/v_i$ are 3.0 and 2.1 nm. The layers are less than two mean free paths thick, so the diffusive part of the 13\% correction is only an estimate. The line also breaks the assumption of mixing fast compared with $\omega_D$, and the full correction from diffusion and interface together, 13\% here and 8 to 14\% for the other cutoff shapes, is the model's measure of its effect. Intermixing or oxide at the interface would change the layers themselves and lies outside these numbers.
